# Where alternating pulses leave a soft-bounded memristive device

## Problem

A memristive device stores a number in its conductance. Let \(G\) run between 10 and 50 µS, and describe it by a dimensionless conductance \(w\) with \(-1\le w\le 1\):

\[
G = 30\ \mu\mathrm{S} + (20\ \mu\mathrm{S})\,w .
\]

These are round model parameters. Two kinds of pulse change the state. An up pulse applied in state \(w\) raises it by

\[
U(w)=a(1-w),\qquad a=0.02,
\]

and a down pulse applied in state \(w\) lowers it by

\[
D(w)=b(1+w),\qquad b=0.01 .
\]

Both \(U\) and \(D\) are sizes and never negative; the minus sign of the down pulse is written separately. All pulses of one kind are identical, and there is no read noise, no relaxation between pulses and no variation between devices.

1. In which state do an up pulse and a down pulse have equal size?
2. A long train up, down, up, down, … is applied. Where does the device settle, and how quickly?
3. In what sense is the state found in part 1 the balance point of the device?

## A tempting solution

Equal sizes require \(U(w)=D(w)\):

\[
0.02(1-w)=0.01(1+w).
\]

Division by 0.01 gives \(2-2w=1+w\), so \(3w=1\) and \(w=1/3\). Below this state the up pulse is the larger and drives the device upward; above it the down pulse is the larger and drives it downward. The train therefore brings the device to \(w=1/3\). Once there, each up pulse is cancelled by the next down pulse, and the device reads \(1/3\) after every complete pair.

## Where the fault lies

The algebra is right, and it answers part 1. The fault is in the last two sentences, which take the equal-step state for the resting point of the train. It can be found by applying two pulses by hand. Start at \(w=1/3\). The up pulse adds \(0.02\times 2/3=0.013333\), so the state becomes 0.346667. The down pulse now acts on this new state, not on \(1/3\). Its size is

\[
0.01\,(1+0.346667)=0.013467,
\]

which is larger than the step it was meant to cancel. The device ends at 0.333200, below its starting point.

The condition \(U(w)=D(w)\) compares two pulses applied to the same state. In an alternating train the first pulse moves the device before the second arrives, so the two act on different states. The only exception is a first pulse of size zero, which occurs at a limit of the range.

The size of the mismatch follows in general. Call the equal-step state \(w_s\) and the common step \(s=U(w_s)=D(w_s)\). After an up pulse the state is \(w_s+s\), and the down pulse has size

\[
D(w_s+s)=b(1+w_s)+bs=s+bs .
\]

The net change of the pair is \(s-(s+bs)=-bs\). If the down pulse comes first, the up pulse acts at \(w_s-s\) and has size \(a(1-w_s)+as=s+as\), so the net change is \(-s+(s+as)=+as\). With the numbers above, the two shifts are \(-1.33\times10^{-4}\) and \(+2.67\times10^{-4}\). They have opposite signs, and neither is zero.

Such shifts look negligible beside a step of 0.0133. Further pairs, however, add more shifts in the same direction, each a little smaller than the one before. Their sum need not be negligible, so the settled state has to be calculated.

## Right solution

### Part 1: the equal-step state

For general strengths with \(0<a,b<1\), the condition \(a(1-w)=b(1+w)\) is expanded to \(a-aw=b+bw\). Collecting the terms in \(w\) gives \(a-b=(a+b)w\), hence

\[
w_s=\frac{a-b}{a+b}=\frac{0.01}{0.03}=\frac13 .
\]

There is no other solution, because \(U(w)-D(w)=a-b-(a+b)w\) is a straight line of slope \(-(a+b)\neq0\). The common step is

\[
s=a(1-w_s)=a\,\frac{(a+b)-(a-b)}{a+b}=\frac{2ab}{a+b}=0.013333 .
\]

In conductance, the state is \(30+20/3=36.667\) µS and the step is \(20\times0.013333=0.2667\) µS.

### Part 2: the settled train

First write each pulse as a map from the old state to the new one:

\[
\text{up: } w\to w+a(1-w)=(1-a)w+a,
\]
\[
\text{down: } w\to w-b(1+w)=(1-b)w-b .
\]

The up map is a weighted mean of \(w\) and \(+1\), with weights \(1-a\) and \(a\). The down map is a weighted mean of \(w\) and \(-1\), with weights \(1-b\) and \(b\). Both therefore keep the device inside \([-1,1]\), and no clipping at the limits is needed.

An up pulse followed by a down pulse takes \(w\) to

\[
w'=(1-b)\big[(1-a)w+a\big]-b=(1-a)(1-b)\,w+a-ab-b .
\]

A state that repeats after each pair satisfies \(w'=w\). Moving the term in \(w\) to the left gives

\[
\big[1-(1-a)(1-b)\big]w=a-b-ab .
\]

The bracket is \(1-(1-a-b+ab)=a+b-ab\). Call it \(Q\). It is positive, since \((1-a)(1-b)<1\), so there is one solution:

\[
w_{\rm low}=\frac{a-b-ab}{Q},\qquad Q=a+b-ab .
\]

This is the state after the down pulse. The state after the up pulse follows from the up map:

\[
w_{\rm high}=(1-a)w_{\rm low}+a=\frac{(1-a)(a-b-ab)+a(a+b-ab)}{Q}.
\]

The first product in the numerator is \(a-b-ab-a^2+ab+a^2b=a-b-a^2+a^2b\). The second is \(a^2+ab-a^2b\). In the sum the terms in \(a^2\) and \(a^2b\) cancel, which leaves

\[
w_{\rm high}=\frac{a-b+ab}{Q}.
\]

For the given strengths \(ab=0.0002\) and \(Q=0.0298\), so

\[
w_{\rm low}=\frac{0.0098}{0.0298}=\frac{49}{149}=0.328859,
\]
\[
w_{\rm high}=\frac{0.0102}{0.0298}=\frac{51}{149}=0.342282 .
\]

In conductance the device alternates between 36.577 µS and 36.846 µS. The two steps are now equal in the way the train requires: the up step from the lower state is \(0.02\times100/149=2/149\), and the down step from the upper state is \(0.01\times200/149=2/149\). The true balance condition is thus \(U(w_{\rm low})=D(w_{\rm high})\), with the two sizes taken in different states.

The order of the first two pulses does not matter in the long run. A down pulse followed by an up pulse gives

\[
w'=(1-a)\big[(1-b)w-b\big]+a=(1-a)(1-b)w+a-b+ab,
\]

whose fixed point is \((a-b+ab)/Q=w_{\rm high}\), the state after an up pulse as before.

**Approach to the cycle.** Subtract the fixed-point equation \(w_{\rm low}=(1-a)(1-b)w_{\rm low}+a-b-ab\) from the pair map. The constants cancel:

\[
w'-w_{\rm low}=(1-a)(1-b)\,(w-w_{\rm low}).
\]

Each pair multiplies the distance from the cycle by \(0.98\times0.99=0.9702\). The factor is positive and less than one, so the device approaches from one side, without overshoot from pair to pair, whatever its starting state. After \(n\) pairs the distance is \(0.9702^n\) times the initial one.

Take a device that starts at the lower limit, \(w=-1\). Its initial distance is \(1+0.328859=1.328859\). To come within 0.001 it needs

\[
n\ge\frac{\ln(1.328859/0.001)}{-\ln 0.9702}=237.73,
\]

that is, 238 pairs. Counting the pairs in a pulse-by-pulse simulation gives the same number. A calibration that starts far from the cycle and stops after a few tens of pairs would still carry a visible memory of the starting state, since the distance falls by a factor \(e\) in about \(1/0.03025\approx33\) pairs.

### Part 3: what one third means

**It lies inside the cycle, but not at its centre.** The distance to the lower state is

\[
w_s-w_{\rm low}=\frac{(a-b)(a+b-ab)-(a+b)(a-b-ab)}{(a+b)Q}.
\]

In the numerator the products \((a-b)(a+b)\) cancel. What remains is \(-ab(a-b)+ab(a+b)=2ab^2\). In the same way the numerator of \(w_{\rm high}-w_s\) is \(ab(a+b)+ab(a-b)=2a^2b\). Hence

\[
w_s-w_{\rm low}=\frac{2ab^2}{(a+b)Q}=0.004474,
\]
\[
w_{\rm high}-w_s=\frac{2a^2b}{(a+b)Q}=0.008949 .
\]

Both are positive, so \(1/3\) is enclosed, and their ratio is \(b:a=1:2\). The state \(1/3\) lies one third of the way up the gap.

The ratio can be seen without this algebra. Let \(g=w_{\rm high}-w_{\rm low}\) be the gap, which is also the size of each settled step. Going from \(w_s\) down to \(w_{\rm low}\) raises the up step from \(s\) to \(g\), and since \(U\) has slope \(-a\), \(g-s=a(w_s-w_{\rm low})\). Going from \(w_s\) up to \(w_{\rm high}\) raises the down step from \(s\) to \(g\), and since \(D\) has slope \(b\), \(g-s=b(w_{\rm high}-w_s)\). The two right-hand sides are equal, which fixes the ratio. The pulse whose size varies more steeply with the state needs the shorter distance.

The midpoint of the cycle is

\[
\frac{w_{\rm low}+w_{\rm high}}2=\frac{a-b}{Q}=\frac{50}{149}=0.335570,
\]

which is 0.002237 above \(1/3\). So even the average of the two settled readings is not \(1/3\). For general strengths the midpoint \((a-b)/Q\) differs from \(w_s=(a-b)/(a+b)\) unless \(a=b\). In that symmetric case \(w_s\) and the midpoint are both zero, and the device alternates between \(-a/(2-a)\) and \(+a/(2-a)\).

**Why a tiny mismatch gives a larger displacement.** The net shift per pair at \(w_s\) was \(-bs\), of second order in the pulse strengths. The pair map can also be written as a net shift \(w'-w=-Q(w-w_{\rm low})\), so the restoring coefficient \(Q\) is of first order. Setting \(w=w_s\) gives \(bs=Q(w_s-w_{\rm low})\), or

\[
w_s-w_{\rm low}=\frac{bs}{Q}=\frac{1.3333\times10^{-4}}{0.0298}=0.004474 .
\]

The mismatch is divided by a small number, and the result is of first order, comparable with the step itself. This is why the small error found after one pair could not be dismissed.

**It is the limit of weak pulses.** Replace \(a\) and \(b\) by \(\varepsilon a\) and \(\varepsilon b\), with \(0<\varepsilon\le1\). The equal-step state does not change, because \(\varepsilon\) cancels in \((a-b)/(a+b)\). The gap \(2ab/Q\) becomes

\[
g_\varepsilon=\frac{2\varepsilon^2ab}{\varepsilon(a+b)-\varepsilon^2ab}=\frac{2\varepsilon ab}{a+b-\varepsilon ab},
\]

and the offset of the midpoint from \(w_s\) becomes

\[
\frac{a-b}{a+b-\varepsilon ab}-\frac{a-b}{a+b}=\frac{\varepsilon ab(a-b)}{(a+b)(a+b-\varepsilon ab)} .
\]

Both vanish in proportion to \(\varepsilon\) to leading order. The simulated trains show this:

| \(\varepsilon\) | gap | midpoint minus \(1/3\) |
|---|---|---|
| 1 | 0.013423 | 0.002237 |
| 0.5 | 0.006689 | 0.001115 |
| 0.1 | 0.001334 | 0.000222 |

The halved pulses give slightly less than half the gap, as the term \(-\varepsilon ab\) in the denominator requires. The price of weak pulses is time: the distance from the cycle then decays by \(1-\varepsilon(a+b)+\varepsilon^2ab\) per pair, so the number of pairs grows roughly as \(1/\varepsilon\).

The opposite limit shows how far the tempting answer can fail. As \(a\to1\), one up pulse takes the device to \(w=1\), whatever its state. The cycle then runs between \(1-2b\) and 1, while the equal-step state is \((1-b)/(1+b)\). For \(b\) also close to one, the device swings across almost its whole range, and a single balance value says little about it.

**It is the mean under random pulses.** Suppose each pulse is up or down with probability \(1/2\), independently of all earlier pulses. Let \(m\) be the mean of \(w\) over many devices. Because \(U\) and \(D\) are linear in \(w\), their means are \(U(m)\) and \(D(m)\), and one pulse changes the mean to

\[
m'=m+\tfrac12\big[a(1-m)-b(1+m)\big]=m-\tfrac12(a+b)(m-w_s).
\]

The mean is stationary at \(m=w_s=1/3\), with no correction for finite pulse strength. This has two reasons. The kind of pulse is now independent of the present state, so up and down pulses meet the same distribution of states. The steps are also linear in \(w\), so their mean sizes over that distribution equal their sizes at the mean state. In the alternating train the settled up pulses all meet the lower state and the down pulses all meet the upper one.

The correct mean does not imply a steady device. Let \(x=w-w_s\). Inserting \(w=w_s+x\) into the two maps gives

\[
\text{up: } x'=(1-a)x+a(1-w_s)=(1-a)x+s,
\]
\[
\text{down: } x'=(1-b)x-b(1+w_s)=(1-b)x-s .
\]

Square both and average them with weights \(1/2\). The squares of \(s\) add up to \(s^2\), and the cross terms give \(s(b-a)x\), whose mean vanishes in the stationary state because \(\langle x\rangle=0\). With \(V=\langle x^2\rangle\),

\[
V=\tfrac12\big[(1-a)^2+(1-b)^2\big]V+s^2 ,
\]

and therefore

\[
V=\frac{s^2}{1-\frac12\big[(1-a)^2+(1-b)^2\big]} .
\]

The denominator is \(1-\tfrac12(0.9604+0.9801)=0.02975\), so the standard deviation is \(\sqrt V=0.013333/\sqrt{0.02975}=0.0773\), or about 1.5 µS. This is nearly six times the full gap of the alternating cycle. For weak pulses the denominator is close to \(a+b\), so the random spread falls as \(\sqrt\varepsilon\), whereas the alternating gap falls as \(\varepsilon\).

A simulation of 100000 devices, each given 1000 random pulses, has a standard deviation of 0.0772 and a mean of 0.3338. The standard error of the mean is 0.0002, so the result is about two standard errors above \(1/3\), an acceptable sampling deviation. It is clearly separated from the alternating midpoint, 0.3356.

## Answer and its use

The equal-step state is \(w=1/3\), or 36.667 µS. A strictly alternating train does not hold the device there; it settles on \(49/149\) after each down pulse and \(51/149\) after each up pulse.

Suppose that the equal-step state is to serve as the zero of a stored weight, and that it is found by applying an alternating train and reading the result. Once the train has settled, a reading after a down pulse is too low by \(20\times0.004474=0.0895\) µS, and one after an up pulse is too high by \(20\times0.008949=0.1790\) µS. If \(a\) and \(b\) are known, the two readings can be combined with weights that remove the error. Since \(w_s\) divides the gap in the ratio \(b:a\),

\[
w_s=\frac{a\,w_{\rm low}+b\,w_{\rm high}}{a+b}=\frac{2\times49+51}{3\times149}=\frac{149}{447}=\frac13 .
\]

These weights rest on the linear step laws. In a real device, read noise and variation between pulses add errors that the weights do not remove, and these can be as large as the offsets corrected here. If each step size in this model scatters independently by 10 %, each pair adds a variance of about \(2(0.1g)^2\), and the slow decay factor 0.9702 lets it accumulate to a standard deviation of about \(0.1g\sqrt{2/(1-0.9702^2)}\), or 0.16 µS. The weighted combination scatters by the same amount, so the correction pays off only after averaging over many well-separated readings or many devices. For other laws the settled cycle must be found from \(U(w_{\rm low})=D(w_{\rm high})\) together with \(w_{\rm high}=w_{\rm low}+U(w_{\rm low})\), and the equal-step state need not divide the gap in this ratio. The numerical output below lists the main values.

## Numbers as computed

```
up strength a = 0.02 (dimensionless)
down strength b = 0.01 (dimensionless)
conductance at w=-1, +1 = 10.0, 50.0 microsiemens
equal-step state, root search = 0.333333 (dimensionless)
common step there = 0.013333 (dimensionless)
common step there = 0.2667 microsiemens
from 1/3, state after up = 0.346667 (dimensionless)
from 1/3, after up then down = 0.333200 (dimensionless)
net shift, up then down = -1.3333e-04 (dimensionless)
net shift, down then up = 2.6667e-04 (dimensionless)
settled state after down = 0.328859 (dimensionless)
settled state after up = 0.342282 (dimensionless)
settled gap = 0.013423 (dimensionless)
1/3 minus lower state = 0.004474 (dimensionless)
upper state minus 1/3 = 0.008949 (dimensionless)
cycle midpoint = 0.335570 (dimensionless)
midpoint minus 1/3 = 0.002237 (dimensionless)
conductance at 1/3 = 36.667 microsiemens
conductance after down = 36.577 microsiemens
conductance after up = 36.846 microsiemens
decay factor per pair = 0.9702 (dimensionless)
pairs from w=-1 to within 0.001 = 238 (count)
same from decay law, unrounded = 237.73 (count)
pulse scale 1.0: gap = 0.013423, midpoint offset = 0.002237 (dimensionless)
pulse scale 0.5: gap = 0.006689, midpoint offset = 0.001115 (dimensionless)
pulse scale 0.1: gap = 0.001334, midpoint offset = 0.000222 (dimensionless)
random pulses: devices = 100000, pulses each = 1000 (count)
random pulses, simulated mean = 0.3338 (dimensionless)
standard error of that mean = 0.0002 (dimensionless)
random pulses, simulated spread = 0.0772 (dimensionless)
random pulses, formula spread = 0.0773 (dimensionless)
```
